# Residual Weight Error of Drifting Phase-Change Arrays after Global Rescaling, part 1

(Sections cited here and not found follow in the second part.)

## First half: the law for independent exponents

### What symmetry fixes

A phase-change memory cell that stores an analogue weight as a conductance loses conductance slowly after it has been programmed. Let time $t$ run from the end of programming, and let cell $i$ follow the power law

$$G_i(t)=G_i(t_0)\left(\frac{t}{t_0}\right)^{-\nu_i}=G_i(t_0)\,e^{-\nu_iL},\qquad L=\ln\frac{t}{t_0}.$$

Here $t_0$ is the time of a reference reading, $\nu_i$ is the drift exponent of the cell, and the logarithm is natural. All cells are read at the same time, and one common factor $\alpha$ may multiply all the readings. The question is how large a relative error $\varepsilon$ remains in the weights.

Three observations fix the form of the answer before any average is taken.

First, $\varepsilon$ is a pure number. Time can enter it only through $t/t_0$, and the power law contains this ratio only in the products $\nu_iL$.

Second, there is a symmetry. If the same constant $c$ is added to every exponent, every conductance acquires the same factor $e^{-cL}$. Replacing $\alpha$ by $\alpha e^{cL}$ cancels it. The error left by a properly chosen $\alpha$ therefore cannot depend on the mean exponent. It depends on the differences between exponents, multiplied by $L$.

Third, the error vanishes when all these differences vanish, and its square is a sum of squares. For small differences $\varepsilon^2$ must start with a quadratic form in them. If the exponents are statistically independent of the conductances, the average of that quadratic form is proportional to the variance $\sigma^2$ of the exponents. Hence

$$\varepsilon = C\,\sigma L\qquad(\sigma L\ll1),$$

with a numerical constant $C$. The argument gives the logarithm and the standard deviation. It does not give $C$, the corrections, or the changes that follow when the independence fails. The derivation below shows that $C=1$.

### Definition of the error

Each weight is carried by one conducting cell. Its sign is set by whether that cell sits on the positive or the negative line of a pair, and the partner cell is taken to be off. The magnitude of the weight is then $G_i$, and the sign drops out of every square.

The weights to be preserved are the values at the reference reading. The relative error of the array is

$$\varepsilon^2=\frac{\sum_i\left[\alpha G_i(t)-G_i(t_0)\right]^2}{\sum_iG_i(t_0)^2}.$$

It is the root-mean-square error divided by the root-mean-square weight. Errors made when the cells were programmed are not included, because the reference is what was written and not what was intended. Read noise and temperature changes are also left out at this stage.

Write $\nu_i=\bar\nu+\delta_i$, where $\bar\nu$ is the mean exponent, so that $\langle\delta\rangle=0$ and $\langle\delta^2\rangle=\sigma^2$. Then

$$G_i(t)=G_i(t_0)\,e^{-\bar\nu L}x_i,\qquad x_i=e^{-\delta_iL}.$$

The factor $e^{-\bar\nu L}$ is the same for all cells, and $\alpha$ can remove it. The factor $x_i$ differs from cell to cell. With $r=\alpha e^{-\bar\nu L}$ the error of one weight is

$$\alpha G_i(t)-G_i(t_0)=G_i(t_0)\,(rx_i-1).$$

In a large array the sums may be replaced by averages times the number of cells. Since $\delta_i$ is assumed independent of $G_i(t_0)$, the average of the product factorizes:

$$\varepsilon^2=\frac{\langle G_0^2\,(rx-1)^2\rangle}{\langle G_0^2\rangle}=\langle(rx-1)^2\rangle=r^2\langle x^2\rangle-2r\langle x\rangle+1,$$

where $G_0$ stands for $G(t_0)$. The distribution of conductances has cancelled.

### Two choices of the common factor

A simple way to set $\alpha$ is to apply the same voltage to all cells, read the summed current, and restore its reference value. This requires $\alpha\sum_iG_i(t)=\sum_iG_i(t_0)$. Independence turns the condition into $r\langle x\rangle=1$. Insertion of $r=1/\langle x\rangle$ gives

$$\varepsilon_{\rm c}^2=\frac{\langle x^2\rangle}{\langle x\rangle^2}-2+1=\frac{\langle x^2\rangle}{\langle x\rangle^2}-1.$$

The subscript c marks the current calibration.

The other choice makes $\varepsilon$ as small as possible. Completing the square in $r$ gives

$$\varepsilon^2=\langle x^2\rangle\left(r-\frac{\langle x\rangle}{\langle x^2\rangle}\right)^2+1-\frac{\langle x\rangle^2}{\langle x^2\rangle}.$$

The first term cannot be negative, and it vanishes for $r=\langle x\rangle/\langle x^2\rangle$. The smallest error that a common factor can leave is therefore given by

$$\varepsilon_{\min}^2=1-\frac{\langle x\rangle^2}{\langle x^2\rangle}.$$

Because $\langle x^2\rangle/\langle x\rangle^2=1+\varepsilon_{\rm c}^2$, the two errors are related by

$$\varepsilon_{\min}^2=\frac{\varepsilon_{\rm c}^2}{1+\varepsilon_{\rm c}^2}.$$

For small errors they differ little, so the simple current calibration is then close to the best possible one.

### The leading term and the first correction

Both errors depend on the ratio $\langle x^2\rangle/\langle x\rangle^2$. Expand the exponentials in powers of $L$, and use $\langle\delta\rangle=0$:

$$\langle x\rangle=1+\frac{\sigma^2L^2}{2}-\frac{\langle\delta^3\rangle L^3}{6}+O(L^4).$$

Since $x^2=e^{-2\delta L}$, the second average follows by replacing $L$ with $2L$:

$$\langle x^2\rangle=1+2\sigma^2L^2-\frac{4\langle\delta^3\rangle L^3}{3}+O(L^4).$$

The averages are assumed to exist, which requires that the distribution has no heavy tail towards small exponents. Through third order, the logarithm of each average equals its deviation from one, because the square of that deviation is of fourth order. Define

$$Q=\ln\frac{\langle x^2\rangle}{\langle x\rangle^2}=\ln\langle x^2\rangle-2\ln\langle x\rangle.$$

The quadratic terms combine to $2\sigma^2L^2-\sigma^2L^2=\sigma^2L^2$. The cubic terms combine to $-\tfrac43\langle\delta^3\rangle L^3+\tfrac13\langle\delta^3\rangle L^3=-\langle\delta^3\rangle L^3$. With $u=\sigma L$ and the skewness $\gamma=\langle\delta^3\rangle/\sigma^3$,

$$Q=u^2-\gamma u^3+O(u^4).$$

The errors are $\varepsilon_{\rm c}^2=e^Q-1=Q+O(Q^2)$ and $\varepsilon_{\min}^2=1-e^{-Q}=Q+O(Q^2)$. Since $Q^2$ is of order $u^4$, both have the same first correction. Taking the root of $u^2(1-\gamma u)$ with $\sqrt{1-\gamma u}=1-\gamma u/2+O(u^2)$ gives

$$\boxed{\;\varepsilon=\sigma\ln\frac{t}{t_0}\left[1-\frac{\gamma}{2}\,\sigma\ln\frac{t}{t_0}+O(\sigma^2L^2)\right]\;}$$

This is the stated law, and $C=1$. It is a leading-order result for $\sigma L\ll1$. The mean exponent itself may produce a large loss, because $\bar\nu L$ need not be small.

The sign of the correction has a simple origin. A positive skewness means a tail of cells that drift unusually fast. Their conductance can at most fall to zero, so the exponential counts them less than a linear expansion would. A tail of unusually slow cells acts the other way, because after rescaling such cells are too large and their excess grows faster than linearly with $L$.

### Gaussian exponents

For a Gaussian distribution the averages can be found in closed form. For any number $s$ the exponent in $\langle e^{-\delta s}\rangle$ is

$$-\frac{\delta^2}{2\sigma^2}-s\delta=-\frac{(\delta+\sigma^2s)^2}{2\sigma^2}+\frac{\sigma^2s^2}{2}.$$

The shifted Gaussian integrates to the same value as the original one, so $\langle e^{-\delta s}\rangle=e^{\sigma^2s^2/2}$. Setting $s=L$ and $s=2L$ gives $Q=2u^2-u^2=u^2$, and therefore

$$\varepsilon_{\rm c}=\sqrt{e^{u^2}-1}=u\left(1+\frac{u^2}{4}+\dots\right),$$

$$\varepsilon_{\min}=\sqrt{1-e^{-u^2}}=u\left(1-\frac{u^2}{4}+\dots\right).$$

The skewness is zero, and the two choices now depart from $u$ in opposite directions. Numerical integration over the Gaussian, combined with a numerical search for the best factor, agrees with these closed forms to one part in $10^6$ at $u=0.1$ and $u=0.5$.

For large $u$ the best error tends to one. The least-squares factor then makes the rescaled weights so small that the error equals the lost weight. The current calibration fails more severely: a few slow cells carry the restored current, and the Gaussian average gives an $\varepsilon_{\rm c}$ that grows without limit. In a finite array it levels off once a single cell carries nearly all the current. The linear law applies to neither case.

### Repeated rescaling

It might seem that a new calibration at time $t_1$ replaces $\ln(t/t_0)$ by $\ln(t/t_1)$. It does not. A first factor $\alpha_1$ followed by a second factor $\alpha_2$ is the single factor $\alpha_1\alpha_2$. It multiplies every cell alike and leaves all conductance ratios unchanged. For two cells $i$ and $j$,

$$\frac{G_i(t)}{G_j(t)}=\frac{G_i(t_0)}{G_j(t_0)}\,e^{-(\nu_i-\nu_j)L}.$$

The distortion of this ratio has accumulated since $t_0$. The smaller logarithm $\ln(t/t_1)$ applies only if every cell receives its own correction factor at $t_1$, or if the distorted weights are accepted as the new reference. Programming the cells again removes the accumulated distortion, but it also restarts the drift. With time counted from the new programming and an unchanged spread of exponents, the error again follows $\sigma\ln(t/t_0)$.

### An array followed for one year

Take an array of $256\times256=65\,536$ cells with conductances uniformly distributed from 2 to 20 µS. The exponents are Gaussian with $\bar\nu=0.05$ and $\sigma=0.01$, and $t_0=20$ s. These are round values in the rough regime of a mushroom-type phase-change cell, in which a small heater switches a dome of material between its amorphous and crystalline phases.

One year is $3.1536\times10^7$ s, so

$$L=\ln\frac{3.1536\times10^7}{20}=14.27,\qquad \sigma L=0.01\times14.27=0.143.$$

Without rescaling, a cell with the mean exponent would have lost the fraction $1-e^{-0.05\times14.27}=0.51$. The array, with cells drawn at random and followed by the power law, gives these relative errors:

| Time | No rescaling | $\sigma L$ | Rescaled array |
|---|---|---|---|
| 1 hour | 23.1 % | 5.19 % | 5.19 % |
| 1 day | 34.5 % | 8.37 % | 8.38 % |
| 30 days | 44.6 % | 11.8 % | 11.8 % |
| 1 year | 51.1 % | 14.3 % | 14.3 % |

The rescaled column uses the current calibration. The least-squares factor gives 14.2 % after one year, so little is gained by finding it.

Each decade of time adds $\sigma\ln10=0.023$, or 2.3 percentage points. To double the error, $L$ must double, which means that $t/t_0$ must be squared.

In this example a skewed distribution changes the error more than the choice of factor does. With the same mean and $\sigma$ but a gamma distribution of skewness 1, the error after one year is 13.4 %. The first correction alone predicts $14.27\,\%\times(1-0.143/2)=13.25\,\%$.

Inverting the leading law gives the time at which an allowed error $\varepsilon_{\rm a}$ is reached:

$$t_{\rm a}=t_0\,e^{\varepsilon_{\rm a}/\sigma}.$$

For 10 % this is $20\,{\rm s}\times e^{10}=4.4\times10^5$ s, or 5.1 days; the simulated array reaches it after 5.0 days, a value that scatters by about 0.2 days between random draws of an array of this size. The time is sensitive to $\sigma$. Differentiating $\ln t_{\rm a}$ at fixed $\varepsilon_{\rm a}$ gives

$$\frac{dt_{\rm a}}{t_{\rm a}}=-\frac{\varepsilon_{\rm a}}{\sigma}\,\frac{d\sigma}{\sigma}=-10\,\frac{d\sigma}{\sigma}.$$

An uncertainty of one per cent in $\sigma$ thus becomes ten per cent in the time. The error at a given time is predicted far more reliably than the time at which a given error is reached.

## Second half: correlations, computation and real cells

### Symbols and results carried over

The conductance of cell $i$ is $G_i(t)=G_i(t_0)e^{-\nu_iL}$, with $L=\ln(t/t_0)$ and $\nu_i=\bar\nu+\delta_i$. The standard deviation of the exponents is $\sigma$. One factor $\alpha$ rescales the array, $r=\alpha e^{-\bar\nu L}$, and $x_i=e^{-\delta_iL}$. The relative error of weight $i$ is $e_i=rx_i-1$, and $\varepsilon$ is the root-mean-square weight error divided by the root-mean-square weight at $t_0$.

For exponents independent of the conductances, $\varepsilon=\sigma L$ to leading order. This holds both for the least-squares factor and for the factor that restores the summed current. The latter makes the average of $e_i$ zero and, for Gaussian exponents, gives $\varepsilon_{\rm c}=\sqrt{e^{\sigma^2L^2}-1}$. The example has conductances uniform from 2 to 20 µS, $\bar\nu=0.05$, $\sigma=0.01$ and $t_0=20$ s. After one year $L=14.27$ and $\sigma L=14.3\,\%$.

### Exponents that depend on conductance

A cell with a larger amorphous region has a lower conductance and can have a larger exponent. The averages over $G_0=G(t_0)$ and $\nu$ then no longer factorize. Define two weighted averages of a quantity $q$:

$$\langle q\rangle_1=\frac{\sum_iG_i(t_0)\,q_i}{\sum_iG_i(t_0)},\qquad \langle q\rangle_2=\frac{\sum_iG_i(t_0)^2q_i}{\sum_iG_i(t_0)^2}.$$

The first appears in a summed current, the second in the squared error. By definition $\varepsilon^2=\langle e^2\rangle_2$.

Let $r=1+\rho$. If $\rho$ and $\delta_iL$ are small, the error of one weight is, to first order, $e_i=\rho-\delta_iL$. Let $m_1=\langle\nu\rangle_1$ and $m_2=\langle\nu\rangle_2$ be the weighted mean exponents, and let $s_2^2=\langle(\nu-m_2)^2\rangle_2$. Subtracting and adding the mean $\langle\delta\rangle_2$ gives

$$e_i=\left(\rho-L\langle\delta\rangle_2\right)-L(\nu_i-m_2).$$

The cross term vanishes on averaging, because $\langle\nu-m_2\rangle_2=0$. Hence

$$\varepsilon^2=L^2s_2^2+\left(\rho-L\langle\delta\rangle_2\right)^2.$$

The least-squares factor removes the second term and leaves $\varepsilon_{\min}=s_2L$. The current calibration requires $\langle e\rangle_1=0$, so $\rho=L\langle\delta\rangle_1$, and

$$\varepsilon_{\rm c}=L\sqrt{s_2^2+(m_1-m_2)^2}.$$

The law keeps its logarithm, but the plain standard deviation is replaced by a weighted one. When $\nu$ is independent of $G_0$, $m_1=m_2=\bar\nu$ and $s_2=\sigma$, as before.

Suppose that the mean exponent falls linearly by 0.020 between 2 and 20 µS, from 0.06 to 0.04. The slope has magnitude $0.020/18=0.00111$ per µS. For the uniform distribution, the moments needed are

$$\langle G_0^n\rangle=\frac{20^{n+1}-2^{n+1}}{18(n+1)}\ \text{µS}^n.$$

They give a $G_0$-weighted mean conductance $\langle G_0^2\rangle/\langle G_0\rangle=13.45$ µS and a $G_0^2$-weighted mean $\langle G_0^3\rangle/\langle G_0^2\rangle=15.01$ µS. The $G_0^2$-weighted standard deviation is 3.85 µS. The systematic part alone therefore contributes

$$14.27\times0.00111\times\sqrt{3.85^2+(15.01-13.45)^2}=0.066.$$

The random spread is independent of this part, so the squares add: $\sqrt{0.143^2+0.066^2}=0.157$. The simulated array gives 16.1 % where the first-order formula gives 15.7 %. The formula omits terms that are smaller by a factor of order $\varepsilon$, and a relative difference of about 2 % lies within that order.

After common rescaling, the drift error is $\sigma\ln(t/t_0)$ to leading order for exponents independent of conductance, and a weighted spread replaces $\sigma$ when they are not independent. What remains is to treat an outdated factor, pairs in which both cells conduct, the error of dot products, and the other errors of real cells.
